How a Dielectric Insert Changes Electroresistance and Read Current

Q: I have a junction of metal 1, a ferroelectric and metal 2, and I plan to put a thin dielectric between the ferroelectric and metal 2. I am told that polarization will then shift the insert's entire barrier. What sets that shift?

A: The potential at the ferroelectric/insert interface sets most of it. Let x run from metal 1 to metal 2, and count the polarization P as positive when it points toward the insert. I take uniform layers, fixed magnitude |P|, no trapped charge, no built-in voltage and zero applied voltage. The bound charge at the interface is then +P per area.

The displacement D is continuous, so the fields in the ferroelectric (f) and the insert (d) are

E_f = (D − P)/(ε₀ε_f),  E_d = D/(ε₀ε_d).

The metals screen imperfectly. In the Thomas-Fermi description the potential obeys φ″ = φ/λ² relative to the metal's bulk and decays over the length λ. Its drop is therefore λ times the surface field D/(ε₀ε_m). Define

a_f = t_f/ε_f,  a_d = t_d/ε_d,  s₁ = λ₁/ε_m,  s₂ = λ₂/ε_m.

The four voltage drops must add to zero. After multiplication by ε₀,

D s₁ + (D − P)a_f + D a_d + D s₂ = 0,

D = P a_f/S,  S = s₁ + a_f + a_d + s₂.

Starting from the bulk of each metal, the potentials at metal 1's surface, the interface and metal 2's surface are

φ₁ = −D s₁/ε₀,  φᵢ = D(s₂ + a_d)/ε₀,  φ₂ = D s₂/ε₀.

An electron's energy shifts by −eφ. For P > 0 every point of the insert barrier goes down, and for P < 0 every point goes up. The shift is not rigid: it is eφ₂ in size at the metal and eφᵢ at the interface.

Q: Can you put numbers on that?

A: Take a 3 nm ferroelectric with ε_f = 30 and P = 5 µC/cm², a 1 nm insert with ε_d = 9, λ₁ = 0.04 nm, λ₂ = 0.10 nm and ε_m = 2. Then a_f = 0.100 nm, a_d = 0.111 nm, s₁ = 0.02 nm and s₂ = 0.05 nm, so S = 0.281 nm and

D = 5 × 0.100/0.281 = 1.78 µC/cm².

This gives D/ε₀ = 2.01 V/nm, and hence

φ₁ = −0.040 V,  φᵢ = 2.01 × 0.161 = 0.324 V,  φ₂ = 0.100 V.

The ferroelectric barrier moves too. It rises by 0.040 eV at metal 1 and falls by 0.324 eV at the interface.

Q: How does this become a current?

A: Let U(x) be the barrier above the Fermi level and m the barrier mass. At zero transverse wavevector the decay constant is κ = √(2mU)/ħ. I assume coherent elastic tunnelling, an isotropic mass in each layer and conserved transverse wavevector k. The transmission is then

T(k) ≈ F exp[−2∫√(κ² + k²) dx] ≈ F exp(−A − k²L),

A = 2∫κ dx,  L = ∫dx/κ,

because √(κ² + k²) ≈ κ + k²/(2κ). Integrating over the transverse modes gives

∫d²k/(2π)² exp(−k²L) = (1/4π²)(π/L) = 1/(4πL),

G/area = (2e²/h) F exp(−A)/(4πL),

where the 2 counts spin.

The factor F comes from continuity of ψ and ψ′/m. Let q be wavevector over mass in the metals, taken as equal, and let v = κ/m at the barrier edges: v₁ and v_a in the ferroelectric, v_b and v₂ in the insert. For layers thick enough to neglect repeated reflections:

- Entry: 1 + r = b and iq(1 − r) = −v₁b give |b|² = 4q²/(q² + v₁²).
- Interface: a decaying wave b and its reflection g satisfy b + g = c and v_a(b − g) = v_b c, so |c/b|² = 4v_a²/(v_a + v_b)².
- Exit: c + g = t and −v₂(c − g) = iqt give |t/c|² = 4v₂²/(q² + v₂²).

Inside a layer the squared amplitude also changes by the ratio of starting to final v, because the semiclassical wave scales as κ^(−1/2). Multiplying by v₁/v_a and v_b/v₂ yields

F = [4qv₁/(q² + v₁²)] [4v_av_b/(v_a + v_b)²] [4qv₂/(q² + v₂²)].

For a linear barrier with end values U_a and U_b, direct integration followed by cancellation of √U_b − √U_a gives

⟨√U⟩ = (2/3)(U_a + √(U_aU_b) + U_b)/(√U_a + √U_b),

⟨1/√U⟩ = 2/(√U_a + √U_b).

Q: What ON and OFF currents follow for the 1 nm insert?

A: Use unshifted barriers of 2 eV and 3 eV, with masses of 0.2 and 0.3 free-electron masses, for ferroelectric and insert. The flat-barrier decay constants are κ_f = 3.24 nm⁻¹ and κ_d = 4.86 nm⁻¹. For the factor F, I give both metals a Fermi energy of 5 eV and the free-electron mass. Their screening lengths are separate inputs, not derived from these values.

For P > 0 the ferroelectric barrier runs from 2.040 to 1.676 eV and the insert barrier from 2.676 to 2.900 eV. The mean roots are 1.363 and 1.670 √eV, so

A_on = 2[(3.24/√2) × 3 × 1.363 + (4.86/√3) × 1 × 1.670] = 28.1.

The same edges give L = 1.18 nm² and F = 3.56. With 2e²/h = 7.75 × 10⁻⁵ S, an area of 100 µm² and a read voltage of 0.1 V, the ON current is 117 pA. Reversing P gives A_off = 30.2 and 15.8 pA. Thus R = I_on/I_off = 7.4, and the electroresistance R − 1 is 6.4, or 640%.

A numerical solution of the Schrödinger equation for the same barriers, integrated over k, gives 119 pA and R = 7.5.

Q: So does the insert's own shift cause the increase?

A: It causes part of it. Expand the action to first order in φ. Since δκ = −κeφ/(2U), each layer contributes −κt e⟨φ⟩/U to A. The opposite polarization contributes the opposite sign, so, neglecting the change of F/L,

ln R ≈ 2[(κ_f t_f/U_f)e⟨φ⟩_f + (κ_d t_d/U_d)e⟨φ⟩_d].

The mean potentials are (−0.040 + 0.324)/2 = 0.142 V and (0.324 + 0.100)/2 = 0.212 V. The ferroelectric therefore contributes 1.38 to ln R and the insert 0.69.

The wave calculation supports this division. With only the insert's shift retained, R = 2.0; with only the ferroelectric's shift retained, R = 3.8. In this example the two contributions become equal at an insert thickness of 2.4 nm.

Q: But the ferroelectric was there before. Why did it not give that contribution without the insert?

A: Its two ends partly cancelled. Without the insert they sit at −0.066 V and +0.166 V, a mean of only 0.050 V, against 0.142 V with it. Substituting the edge potentials gives

⟨φ⟩_f = D(s₂ + a_d − s₁)/(2ε₀),

⟨φ⟩_d = D(s₂ + a_d/2)/ε₀.

Without an insert, only the difference s₂ − s₁ between the metals remains, and R is 1.6. If the metals are identical, reversing P produces the mirror-image barrier. Transmission is the same from either side, so R = 1 at vanishing bias. A 1 nm insert between identical metals, both with λ = 0.04 nm, breaks the mirror symmetry and gives R = 5.5.

Extra thickness alone does not explain the gain. With the original metals, 1 nm of additional ferroelectric instead of the insert gives R = 2.0.

Q: Will an insert help on either side?

A: Not at every thickness. Write S₀ = s₁ + a_f + s₂. Using D = P a_f/(S₀ + a_d), the two terms of ln R vary with insert thickness as

(s₂ − s₁ + a_d)/(S₀ + a_d)  and  a_d(2s₂ + a_d)/(S₀ + a_d).

Their derivatives with respect to a_d have numerators

S₀ − (s₂ − s₁) = 2s₁ + a_f,

2s₂S₀ + 2a_dS₀ + a_d².

Both are positive, so at first order and fixed P the signed ln R rises with thickness. If s₂ ≥ s₁, it starts at zero or above and the contrast grows from the beginning. If the insert touches the better-screening metal, s₂ < s₁ and ln R starts negative, so the insert must first cancel the existing contrast.

Exchanging the two metals in the example puts R = 1 at 0.23 nm, where a continuum layer is itself doubtful. At 1 nm the ratio has recovered to 3.4, which is still above the 1.6 found without an insert.

Q: Then why not use a thick insert?

A: As t_d grows, φᵢ approaches P a_f/ε₀ = 0.565 V, but the tunnelling distance keeps growing. The insert barrier then lies between 2.435 and 3 eV in the ON state, and between 3 and 3.565 eV in the OFF state. It stays positive in both, so both currents decay. The mean-root formula gives limiting rates of 9.2 and 10.2 nm⁻¹. The OFF current falls faster, so the intrinsic ratio rises while the signal disappears:

- 0 nm: I_on = 1.08 µA, R = 1.6
- 1 nm: I_on = 117 pA, R = 7.4
- 2 nm: I_on = 0.011 pA, R = 24

Q: My amplifier and leakage add a background. Where is the best thickness?

A: Let the background I₀ be independent of state and thickness. The observed ratio is

R_obs = (I_on + I₀)/(I_off + I₀).

Define α = −d ln I/dt_d for each state. Setting the derivative of R_obs to zero gives

α_on I_on(I_off + I₀) = α_off I_off(I_on + I₀).

Collecting the terms in I₀,

I₀ = I_on I_off(α_off − α_on)/(α_on I_on − α_off I_off).

For I₀ = 0.1 pA the maximum lies at 1.3 nm. There I_on = 7.32 pA, I_off = 0.68 pA, α_on = 9.26 nm⁻¹ and α_off = 10.48 nm⁻¹. Substitution returns

I₀ = 7.32 × 0.68 × 1.22/(67.8 − 7.1) = 0.10 pA.

The intrinsic ratio is 10.8, but R_obs = 7.42/0.78 = 9.5. At 2 nm R_obs is only 1.1. Even at the optimum the current difference is 6.6 pA, or about 41 electrons in a 1 µs read. The thickness of greatest ratio need not suit a fast read.

Q: How close is this to a hafnium-zirconium-oxide junction with alumina?

A: The barriers, masses and permittivities are rough values for that system, but 3 nm is at the thin end for the ferroelectric. The polarization is low: roughly 20 µC/cm² is a more familiar scale for thicker films. In this linear model, 20 µC/cm² with no compensating charge would multiply all the internal fields by four. The 1 nm insert field would rise from 2.2 to 8.9 MV/cm, near the rough breakdown scale of thin alumina, and the depolarization field from 1.2 to 4.9 MV/cm. The latter is well above a rough coercive field of 1.5 MV/cm, so such a state would not be expected to persist without compensating charge. The model also needs the 5 µC/cm² to be uniform. If it were an area average over wide domains at ±20 µC/cm², each acting as its own junction, the low-barrier domains would carry nearly all the current in both states, and R would be only the ratio of their areas, 62.5/37.5 = 1.7.

Real interfaces can trap compensating charge. If 10¹³ charges/cm² oppose and follow the polarization, φᵢ falls from 0.324 to 0.199 V and R from 7.4 to 2.9 for the 1 nm insert. Traps can also carry current, which is represented here only by the chosen background.

Q: Which of your numbers would you trust least?

A: The absolute currents. For the 1 nm insert, I estimate image-force lowering with optical permittivity 4, keeping only the first image in each metal and correcting only the exponent. This multiplies the ON current by 8.2, while R changes only to 7.9. Leaving out the repeated images overstates the lowering, and leaving the factor F uncorrected is an error of similar size in the other direction, so both figures are rough. Raising both masses by 20% multiplies the ON current by 0.08 and changes R to 9.0. If both currents rose eightfold at every thickness, the optimum would move outward by about 0.2 nm, which is ln 8 = 2.1 divided by the decay rate of about 10 nm⁻¹.

Finite bias and temperature matter less here. At 300 K the conductance formula gives an ON current of 113 pA with +0.1 V on metal 2 and 139 pA with −0.1 V, with R between 7.4 and 7.5. Reads at much higher voltage need the full biased barrier.

The fixed polarization also has a limit. The depolarization field, (P − D)/(ε₀ε_f), grows with insert thickness and reaches a rough coercive field of 1.5 MV/cm at 2.9 nm. At the 1.3 nm optimum it is already 1.28 MV/cm, or 86% of that value. A field below the coercive field can still reverse polarization if it acts for long enough, so retention is uncertain even there. Writing is a further limit. Holding the ferroelectric at 1.5 MV/cm until P reaches 5 µC/cm² needs D = P + ε₀ε_fE_f = 5 + 4.0 = 9.0 µC/cm². Without compensating charge this puts 11 MV/cm across the insert at any thickness, at or above the rough breakdown scale of thin alumina. A large calculated ratio is no evidence of a usable memory. The remaining values are in the numerical output.

Table of computed values

```
Ferroelectric: t=3.0 nm, P=5.0 uC/cm2, eps=30
Insert relative permittivity: 9
Barriers, ferroelectric/insert: 2.0/3.0 eV
Masses, ferroelectric/insert: 0.2/0.3 m_e
Metal screening lengths 1/2: 0.04/0.10 nm
Metal permittivity and Fermi energy: 2, 5.0 eV
Area, read voltage: 100 um2, 0.1 V
Background current: 0.10 pA
Low-bias formula; columns: t_insert nm, phi_i V, ON pA, OFF pA, R, R_obs
  0.0  0.166  1.082e+06  6.781e+05  1.595  1.595
  0.5  0.264  1.16e+04  3135  3.701  3.701
  1.0  0.324  116.7  15.78  7.395  7.355
  1.5  0.363  1.139  0.08318  13.698  6.766
  2.0  0.392  0.01095  0.0004511  24.285  1.105
  3.0  0.430  9.916e-07  1.399e-08  70.879  1.000
1 nm: displacement D = 1.779 uC/cm2
1 nm: phi left/interface/right = -0.040/0.324/0.100 V
Thick-insert limit of interface potential: 0.565 V
Flat-barrier kappa f/d: 3.240/4.860 1/nm
1 nm: first-order ln R, ferro/insert: 1.378/0.687
1 nm wave calculation: ON=118.735 pA, R=7.472
1 nm wave R, insert shift only: 1.989
1 nm wave R, ferroelectric shift only: 3.755
Equal shift contributions at insert thickness: 2.36 nm
Equal metals, wave R without insert: 1.000000
Equal metals, wave R with 1 nm insert: 5.543
1 nm extra ferroelectric instead, wave R: 2.040
Insert by metal 1: R=1 at 0.234 nm
Insert by metal 1, 1 nm: wave R=3.449
Best thickness, formula/wave: 1.299/1.300 nm
At best: ON=7.317 pA, OFF=0.680 pA
At best: intrinsic R=10.767, observed R=9.514
At best: decay ON/OFF = 9.263/10.483 1/nm
Largest formula error in ln current/ln R: 0.021/0.012
300 K, +0.1 V, 1 nm: ON=113.116 pA, R=7.424
300 K, -0.1 V, 1 nm: ON=138.732 pA, R=7.500
Image force, optical eps=4: ON factor=8.224
Image force, 1 nm: R=7.919
Trapped density 1.0e+13 cm^-2: phi_i=0.199 V
With those traps, 1 nm: R=2.875
Masses +20%, 1 nm: ON factor=0.0790
Masses +20%, 1 nm: R=8.998
1 nm: zero-bias insert field = 2.232 MV/cm
Depolarization field at 0/1 nm: 0.775/1.213 MV/cm
Rough coercive field 1.5 MV/cm reached at 2.90 nm
```
